# Transmission of a grain boundary that erases channel memory: test program

```python
"""
RESULT UNDER TEST
A boundary that erases all memory of the incoming channel, including its side,
transmits from grain 1 with mean probability T12 = N2/(N1+N2).
N1, N2 : open channels per spin in grains 1 and 2 at one energy
S      : flux-normalized scattering matrix; |S[b,a]|^2 is probability a -> b
n      : channel density per spin, channels / boundary area (nm^-2)
The example is a half-filled one-orbital fcc band, a rough copper-like model.
Energies inside the band functions are in units of the hopping t.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import dft
from scipy.special import expn

rng = np.random.default_rng(12345)


def random_unitary(size, samples):
    """Haar-distributed matrices: polar factors of complex Gaussian ones."""
    g = rng.normal(size=(samples, size, size)) \
        + 1j * rng.normal(size=(samples, size, size))
    left, _, right = np.linalg.svd(g)
    return left @ right


def mean_transmissions(prob, n_left):
    """Mean over incident channels of transmission from left and right."""
    t12 = prob[..., n_left:, :n_left].sum(axis=-2).mean(axis=-1)
    t21 = prob[..., :n_left, n_left:].sum(axis=-2).mean(axis=-1)
    return t12, t21


# ---------- scattering matrices: what randomization does and does not fix
N1, N2, samples = 3, 5, 20000
N = N1 + N2
rule = N2 / (N1 + N2)
U = random_unitary(N, samples)
P = np.abs(U) ** 2
t12, t21 = mean_transmissions(P, N1)
assert np.allclose(N1 * t12, N2 * t21, atol=1e-10)      # total balance
pair_asymmetry = np.mean(np.abs(P - np.swapaxes(P, 1, 2)))
assert pair_asymmetry > 0.01          # single pairs need not balance
T_haar = t12.mean()
uniform_error = np.max(np.abs(P.mean(axis=0) - 1 / N))
assert abs(T_haar - rule) < 0.004     # sampling error is about 0.001
assert uniform_error < 0.006          # largest of 64 sampled averages

S_sym = np.swapaxes(U, 1, 2) @ U      # random and time-reversal symmetric
T_sym = mean_transmissions(np.abs(S_sym) ** 2, N1)[0].mean()
assert abs(T_sym - N2 / (N + 1)) < 0.004

F = dft(N, scale='sqrtn')             # one matrix with uniform probabilities
assert np.allclose(F.conj().T @ F, np.eye(N)) and np.allclose(F, F.T)
each_channel = (np.abs(F[N1:, :N1]) ** 2).sum(axis=0)
assert np.allclose(each_channel, rule)

# A barrier between mixers that randomize direction but never the side.
tau = 0.9
barrier = np.eye(N, dtype=complex)
for i in range(N1):
    j = N1 + i
    barrier[i, i] = np.sqrt(1 - tau)
    barrier[j, j] = -np.sqrt(1 - tau)
    barrier[i, j] = barrier[j, i] = np.sqrt(tau)


def side_mixer():
    m = np.zeros((samples, N, N), dtype=complex)
    m[:, :N1, :N1] = random_unitary(N1, samples)
    m[:, N1:, N1:] = random_unitary(N2, samples)
    return m


P_side = np.abs(side_mixer() @ barrier @ side_mixer()) ** 2
T_side = mean_transmissions(P_side, N1)[0].mean()
crossing_block = P_side[:, N1:, :N1].mean(axis=0)
assert np.max(np.abs(crossing_block - crossing_block.mean())) < 0.006
assert abs(T_side - tau) < 1e-10 and abs(T_side - rule) > 0.2

# ---------- incoherent row of randomizing boundaries


def row_transmission(channels):
    """Compose left/right transmissions and reflections boundary by boundary."""
    total = None
    for p, q in zip(channels[:-1], channels[1:]):
        tf, tb = q / (p + q), p / (p + q)
        rf, rb = 1 - tf, 1 - tb
        if total is None:
            total = (tf, tb, rf, rb)
            continue
        Tf, Tb, Rf, Rb = total
        loop = 1 / (1 - Rb * rf)
        total = (Tf * tf * loop, Tb * tb * loop,
                 Rf + Tf * rf * Tb * loop, rb + tb * Rb * tf * loop)
    return total[0]


row = np.array([3., 5., 3., 5., 3., 5., 3.])
row_resistance = 1 / (row[0] * row_transmission(row))
assert abs(row_resistance - np.sum(1 / row)) < 1e-10
uneven = np.array([2., 7., 4., 9.])
assert abs(1 / (uneven[0] * row_transmission(uneven))
           - np.sum(1 / uneven)) < 1e-10

# ---------- fcc band: channel densities for three boundary planes
a = 0.36                 # lattice constant, nm
hop = 0.6                # hopping, eV
temperature = 400.0      # K
side = 20.0              # edge of square boundary, nm
grain = 40.0             # grain length, nm
mean_free_path = 40.0    # rough bulk value, nm
current_density = 1e6    # A/cm^2
# Rows are primitive lattice vectors in units a/2; the first two lie in plane.
planes = {
    '001': np.array([[1, 1, 0], [1, -1, 0], [1, 0, 1]]),
    '110': np.array([[1, -1, 0], [0, 0, 2], [1, 0, 1]]),
    '111': np.array([[1, -1, 0], [0, 1, -1], [1, 1, 0]]),
}


def band(cx, cy, cz):
    return -4 * (cx * cy + cy * cz + cz * cx)


def cubic_grid(m):
    x = 2 * np.pi * (np.arange(m) + 0.31) / m
    y = 2 * np.pi * (np.arange(m) + 0.47) / m
    z = 2 * np.pi * (np.arange(m) + 0.13) / m
    return x[:, None, None], y[None, :, None], z[None, None, :]


def fermi_level(m):
    x, y, z = cubic_grid(m)
    return np.median(band(np.cos(x), np.cos(y), np.cos(z)))


def channel_density(vectors, energies, m_par, m_perp):
    """Count Fermi crossings on lines along the boundary normal."""
    direct = 0.5 * a * vectors
    recip = 2 * np.pi * np.linalg.inv(direct).T
    u = ((np.arange(m_par) + 0.37) / m_par)[:, None, None]
    v = ((np.arange(m_par) + 0.21) / m_par)[None, :, None]
    w = ((np.arange(m_perp) + 0.43) / m_perp)[None, None, :]
    cosines = [np.cos(0.5 * a * (u * recip[0, i] + v * recip[1, i]
                                 + w * recip[2, i])) for i in range(3)]
    e = band(*cosines)
    area = np.linalg.norm(np.cross(direct[0], direct[1]))
    out = []
    for level in energies:
        above = e > level
        crossings = np.count_nonzero(above != np.roll(above, 1, axis=2))
        out.append(0.5 * crossings / m_par ** 2 / area)
    return np.array(out)


kT = const.k * temperature / const.e          # eV
EF_coarse, EF = fermi_level(80), fermi_level(160)
levels = EF + np.array([-2, 0, 2]) * kT / hop
scan = {p: channel_density(v, levels, 160, 128) for p, v in planes.items()}
n = {p: scan[p][1] for p in planes}
n_coarse = {p: channel_density(v, [EF_coarse], 80, 64)[0]
            for p, v in planes.items()}
mesh_shift = {p: n[p] - n_coarse[p] for p in planes}
assert max(abs(mesh_shift[p] / n[p]) for p in planes) < 0.02

# Independent road: velocity-weighted integral over a broadened Fermi surface.
x, y, z = cubic_grid(160)
cx, cy, cz = np.cos(x), np.cos(y), np.cos(z)
width = 0.12
weight = np.exp(-0.5 * ((band(cx, cy, cz) - EF) / width) ** 2) \
    / (width * np.sqrt(2 * np.pi))
gx = 2 * a * np.sin(x) * (cy + cz)
gy = 2 * a * np.sin(y) * (cz + cx)
gz = 2 * a * np.sin(z) * (cx + cy)
n_flux = {}
for p, v in planes.items():
    normal = np.cross(v[0], v[1]).astype(float)
    normal /= np.linalg.norm(normal)
    speed = np.abs(normal[0] * gx + normal[1] * gy + normal[2] * gz)
    n_flux[p] = np.pi / (a ** 3 / 4) * np.mean(speed * weight)
    # broadening and finite meshes limit the agreement
    assert abs(n_flux[p] / n[p] - 1) < 0.015

# Free-electron sphere with one electron per atom; enumerate plane waves.
kF = (3 * np.pi ** 2 * 4 / a ** 3) ** (1 / 3)
n_free = kF ** 2 / (4 * np.pi)
m = np.arange(-100, 101)
inside = (2 * np.pi / side) ** 2 * (m[:, None] ** 2 + m[None, :] ** 2) < kF ** 2
modes_free = np.count_nonzero(inside)
assert abs(modes_free / (n_free * side ** 2) - 1) < 0.01

# ---------- main pair and sizes of neglected effects


def transmit(n_from, n_to):
    return n_to / (n_from + n_to)


n1, n2 = n['001'], n['111']
T12, T21 = transmit(n1, n2), transmit(n2, n1)
T12_coarse = transmit(n_coarse['001'], n_coarse['111'])
T_window = transmit(scan['001'], scan['111'])
channels_1, channels_2 = n1 * side ** 2, n2 * side ** 2
T_coherent = channels_2 / (channels_1 + channels_2 + 1)
T_ceiling = min(1.0, n2 / n1)
h_2e2 = const.h / (2 * const.e ** 2)
r_nm2 = h_2e2 * 0.5 * (1 / n1 + 1 / n2)
r_cm2 = r_nm2 * 1e-14
rho_boundary = r_nm2 / grain * 0.1            # ohm nm -> microohm cm
rho_bulk = h_2e2 / n_free * 0.75 / mean_free_path * 0.1
drop = current_density * r_cm2                # V


def slab(depth, cells=400):
    """Diffuse transmission and reflection with isotropic bulk scattering."""
    d = depth / cells
    pos = (np.arange(cells) + 0.5) * d
    gap = np.abs(pos[:, None] - pos[None, :])
    kernel = expn(2, np.maximum(gap - d / 2, 0)) - expn(2, gap + d / 2)
    np.fill_diagonal(kernel, 2 * (1 - expn(2, d / 2)))
    source = np.linalg.solve(np.eye(cells) - 0.5 * kernel, 0.5 * expn(2, pos))
    through = 2 * (expn(3, depth) + d * np.sum(source * expn(2, depth - pos)))
    back = 2 * d * np.sum(source * expn(2, pos))
    return through, back


depth = grain / mean_free_path
slab_T, slab_R = slab(depth)
assert abs(slab_T + slab_R - 1) < 2e-3        # midpoint-rule error
slab_resistance = 1 / slab_T
added_resistance = 1 + 0.75 * depth
assert abs(slab_resistance / added_resistance - 1) < 0.05

# ---------- output
print(f"Matrix test: N1 = {N1}, N2 = {N2}, samples = {samples}")
print(f"T12 from rule N2/(N1+N2): {rule:.4f}")
print(f"T12, random unitary mean: {T_haar:.4f}")
print(f"Largest deviation from uniform probability: {uniform_error:.4f}")
print(f"T12, symmetric random mean: {T_sym:.4f}")
print(f"N2/(N1+N2+1): {N2 / (N + 1):.4f}")
print(f"T12, direction lost but side kept: {T_side:.4f}")
print(f"Row 3,5,3,5,3,5,3: resistance {row_resistance:.4f} h/(2e^2)")
print(f"Lattice constant: {a:.2f} nm; hopping: {hop:.2f} eV")
print(f"Fermi level above band bottom: {(EF + 12) * hop:.3f} eV")
print(f"Fermi level above L-point energy: {EF * hop:.3f} eV")
print(f"Fermi level mesh shift: {(EF - EF_coarse) * hop * 1e3:.2f} meV")
for p in planes:
    print(f"n({p}), crossing count: {n[p]:.3f} nm^-2")
    print(f"n({p}), velocity integral: {n_flux[p]:.3f} nm^-2")
    print(f"n({p}), mesh shift: {mesh_shift[p]:+.4f} nm^-2")
print(f"Free-electron kF: {kF:.3f} nm^-1; n: {n_free:.3f} nm^-2")
print(f"Free plane waves counted on boundary: {modes_free}")
print(f"Free formula on same boundary: {n_free * side ** 2:.1f}")
for p, q in (('001', '110'), ('001', '111'), ('110', '111')):
    print(f"T({p}->{q}): {transmit(n[p], n[q]):.4f}; "
          f"T({q}->{p}): {transmit(n[q], n[p]):.4f}")
print(f"Main pair T12 mesh shift: {T12 - T12_coarse:+.5f}")
print(f"Boundary edge: {side:.0f} nm; grain length: {grain:.0f} nm")
print(f"Channels per spin, 001 side: {channels_1:.0f}")
print(f"Channels per spin, 111 side: {channels_2:.0f}")
print(f"Resistance quantum h/(2e^2): {h_2e2:.1f} ohm")
print(f"Mean added r per boundary: {r_nm2:.1f} ohm nm^2")
print(f"Mean added r per boundary: {r_cm2:.3e} ohm cm^2")
print(f"Boundary resistivity: {rho_boundary:.3f} microohm cm")
print(f"Free-electron bulk resistivity: {rho_bulk:.3f} microohm cm")
print(f"Upper bound on T12 if memory is kept: {T_ceiling:.4f}")
print(f"Coherent backscattering shift of T12: {T_coherent - T12:.2e}")
print(f"Temperature: {temperature:.0f} K; kT: {kT * 1e3:.2f} meV")
print(f"T12 at EF-2kT, EF, EF+2kT: "
      + ", ".join(f"{value:.4f}" for value in T_window))
print(f"T12 minus free-electron value 1/2: {T12 - 0.5:+.4f}")
print(f"Current density: {current_density / 1e6:.0f} MA/cm^2")
print(f"Voltage drop per boundary: {drop * 1e6:.2f} microvolt")
print(f"Rough bulk mean free path: {mean_free_path:.0f} nm")
print(f"Grain resistance, slab equation: {slab_resistance:.4f} h/(2e^2 N)")
print(f"Grain resistance, simple sum: {added_resistance:.4f} h/(2e^2 N)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Matrix test: N1 = 3, N2 = 5, samples = 20000
T12 from rule N2/(N1+N2): 0.6250
T12, random unitary mean: 0.6245
Largest deviation from uniform probability: 0.0020
T12, symmetric random mean: 0.5549
N2/(N1+N2+1): 0.5556
T12, direction lost but side kept: 0.9000
Row 3,5,3,5,3,5,3: resistance 1.9333 h/(2e^2)
Lattice constant: 0.36 nm; hopping: 0.60 eV
Fermi level above band bottom: 7.751 eV
Fermi level above L-point energy: 0.551 eV
Fermi level mesh shift: -1.11 meV
n(001), crossing count: 12.083 nm^-2
n(001), velocity integral: 12.075 nm^-2
n(001), mesh shift: -0.0066 nm^-2
n(110), crossing count: 13.872 nm^-2
n(110), velocity integral: 13.874 nm^-2
n(110), mesh shift: +0.0153 nm^-2
n(111), crossing count: 14.491 nm^-2
n(111), velocity integral: 14.482 nm^-2
n(111), mesh shift: +0.0181 nm^-2
Free-electron kF: 13.641 nm^-1; n: 14.808 nm^-2
Free plane waves counted on boundary: 5949
Free formula on same boundary: 5923.3
T(001->110): 0.5345; T(110->001): 0.4655
T(001->111): 0.5453; T(111->001): 0.4547
T(110->111): 0.5109; T(111->110): 0.4891
Main pair T12 mesh shift: +0.00045
Boundary edge: 20 nm; grain length: 40 nm
Channels per spin, 001 side: 4833
Channels per spin, 111 side: 5796
Resistance quantum h/(2e^2): 12906.4 ohm
Mean added r per boundary: 979.4 ohm nm^2
Mean added r per boundary: 9.794e-12 ohm cm^2
Boundary resistivity: 2.448 microohm cm
Free-electron bulk resistivity: 1.634 microohm cm
Upper bound on T12 if memory is kept: 1.0000
Coherent backscattering shift of T12: -5.13e-05
Temperature: 400 K; kT: 34.47 meV
T12 at EF-2kT, EF, EF+2kT: 0.5452, 0.5453, 0.5454
T12 minus free-electron value 1/2: +0.0453
Current density: 1 MA/cm^2
Voltage drop per boundary: 9.79 microvolt
Rough bulk mean free path: 40 nm
Grain resistance, slab equation: 1.8070 h/(2e^2 N)
Grain resistance, simple sum: 1.7500 h/(2e^2 N)
ALL CHECKS PASSED
```
